Mode Grüneisen Parameters from Perturbation Theory, Including Degenerate Levels

**1. Definitions and conventions**

Atomic units are used in the algebra, so ħ = 1 and a phonon frequency ω is also an energy. Numerical values are given in eV and angstrom.

Let κ label the atoms of a unit cell, M_κ their masses, and a, b the Cartesian directions. If Φ_{κa,κ'b}(R) is the harmonic force constant between an atom κ and an atom κ' separated by the equilibrium vector R, the dynamical matrix at wavevector q is

D_{κa,κ'b}(q) = (M_κ M_κ')^(−1/2) Σ_R Φ_{κa,κ'b}(R) exp(iq·R).

It is Hermitian. Its eigenvalues are the squared frequencies:

D e = λ e,  λ = ω²,  e†e = 1.

The mode Grüneisen parameter measures the relative change of frequency with relative change of volume V:

γ = −d ln ω / d ln V.

A positive γ means that the mode softens on expansion. The derivative needs three specifications.

First, a volume change must be tied to a strain path. For a cubic crystal we take isotropic strain. Other crystals need a rule for how the cell shape follows the volume.

Second, if atoms inside the cell shift as the volume changes, D is evaluated along the relaxed structures, and dD/dV is the total derivative along that path.

Third, q is held fixed in units of the reciprocal lattice vectors. In a periodic crystal of N cells along an axis, the allowed phase advance per cell is 2π times an integer over N. Straining the crystal does not change that integer, so this choice follows one mode.

We work in the quasi-harmonic picture: frequencies depend on volume, but not separately on temperature. It is convenient to use

x = ln(V/V₀),  G = dD/dx at x = 0, which equals V dD/dV at V₀.

Since dλ/dx = 2ω dω/dx, the definition becomes

γ = −(1/ω) dω/dx = −(1/2λ) dλ/dx.  (1)

This requires λ > 0. The three acoustic modes at q = 0 have λ = 0 and are excluded. For an unstable mode, λ < 0, the slope dλ/dx still exists, but there is no real frequency whose logarithm could be taken.

**2. A nondegenerate mode**

Suppose λ is separated from all other eigenvalues at V₀. It is then a simple root of the characteristic polynomial, so λ and a normalized eigenvector e can be chosen differentiable in x. Differentiate λ = e†De, with a prime for d/dx:

λ' = e†Ge + (e')†De + e†De'.

Because De = λe and e†D = λe†, the last two terms are

λ[(e')†e + e†e'] = λ d(e†e)/dx = 0,

since the norm is constant. Therefore λ' = e†Ge, and equation (1) gives

γ = −(1/2ω²) e†Ge = −(V/2ω²) e†(dD/dV)e.  (2)

The eigenvector does change with volume, but its change does not enter the first derivative of the eigenvalue.

That change shows where trouble begins. Differentiating De = λe gives

(D − λ)e' = (λ' − G)e.

Multiply from the left by e_m†, where e_m is another eigenvector, orthogonal to e, with eigenvalue λ_m:

(λ_m − λ) e_m†e' = −e_m†Ge.  (3)

For λ_m ≠ λ this fixes the admixture of e_m. For λ_m = λ the left side vanishes, so a differentiable eigenvector can exist only if e_m†Ge = 0. At a degeneracy, an arbitrary eigenvector need not satisfy this condition.

**3. A degenerate level**

Let λ₀ be a g-fold eigenvalue of D₀ = D(V₀). Collect g orthonormal eigenvectors as the columns of a matrix E. Let indices a, b now run over this level and m over all other modes. Assume D is twice differentiable, so that

D(x) = D₀ + xG + O(x²).

We seek a small unitary rotation that removes the first-order coupling between the level and the other modes. Take X anti-Hermitian, with nonzero elements only between the two groups. Then exp(xX) is unitary and

exp(−xX) D exp(xX) = D₀ + x(G + D₀X − XD₀) + O(x²).

The coupling element of the bracket is

G_{ma} + (λ_m − λ₀)X_{ma},

which vanishes for

X_{ma} = G_{ma}/(λ₀ − λ_m),  X_{am} = −G_{am}/(λ₀ − λ_m).

These elements are finite because λ_m ≠ λ₀. They satisfy X_{am} = −X_{ma}*, as an anti-Hermitian matrix requires. The transformed matrix has the same eigenvalues as D(x). Apart from a remainder of order x², it is block diagonal, and the block of the level is

λ₀ 1 + xW,  W = E†GE.  (4)

The remainder cannot disturb the first-order result. By the min-max principle, the j-th lowest eigenvalue of a Hermitian matrix H is the minimum, over all j-dimensional subspaces, of the largest value of v†Hv among unit vectors v in the subspace. If a perturbation changes every v†Hv by at most cx², each ordered eigenvalue changes by at most cx². Let w₁ ≤ w₂ ≤ … ≤ w_g be the eigenvalues of W. The level therefore splits into

λ_j(x) = λ₀ + x w_j + O(x²),  (5)

and the slopes of the branches are the w_j. Using (1), the Grüneisen parameters of the level are the eigenvalues of

Γ = −(1/2ω₀²) E†GE = −(V/2ω₀²) E†(dD/dV)E,  ω₀² = λ₀.  (6)

If the c_j are an orthonormal set of eigenvectors of Γ (where an eigenvalue repeats, they must be chosen orthogonal), then e_j = Ec_j are the vectors to insert in (2). These vectors make the off-diagonal elements of W zero, which is the condition found from (3).

**4. What depends on the basis**

Another orthonormal basis of the same level is EU, with U unitary. It changes W to U†WU. The eigenvalues and the trace are unchanged, but the diagonal elements in general are not. Inserting the vectors of an arbitrary orthonormal basis of the level in (2) thus gives the correct sum of Grüneisen parameters, but not necessarily the correct individual values.

Any basis will do when W is a multiple of the identity, and symmetry can guarantee this. Suppose the degeneracy is required by symmetry: the level carries one irreducible representation of the symmetry group of q, and the strain preserves that group. Then W commutes with all matrices of the representation. An eigenspace of W is carried into itself by these matrices. Irreducibility leaves the whole level as the only possible nonzero eigenspace, so W is a multiple of the identity and all the slopes are equal.

At a crossing of branches with different symmetry, the slopes can differ. Diagonalizing Γ matters there, and also when a strain path lowers the symmetry and splits a protected level.

**5. Why sorted finite differences fail at a crossing**

A finite-difference calculation finds the eigenvalues at x = h and x = −h. If each value is assigned to the correct branch, (5) gives the correct slope as h → 0. Suppose instead that the eigenvalues are paired by their order from low to high. Within the level, the j-th lowest eigenvalue is

λ₀ + h w_j at x = h,
λ₀ − h w_{g+1−j} at x = −h,

up to O(h²). The order reverses because multiplication by −h turns the largest slope into the lowest eigenvalue. The sorted central difference is therefore

[λ₀ + h w_j − λ₀ + h w_{g+1−j}]/(2h) = (w_j + w_{g+1−j})/2,  (7)

up to O(h). Reducing the step does not remove the error: the limit is an average of two slopes.

The same fault occurs near a crossing if the step reaches beyond it. Take two branches in the linear approximation,

λ_1 = λ₀ + Δ + w₁x,  λ_2 = λ₀ + w₂x,  Δ > 0,  w₁ < w₂.

They cross at x_c = Δ/(w₂ − w₁). For h < x_c, branch 1 is the upper one at both ends, and sorting is right. For h > x_c, the upper eigenvalue belongs to branch 2 at +h and to branch 1 at −h. Its sorted difference is

[w₂h − Δ + w₁h]/(2h) = (w₁ + w₂)/2 − (w₂ − w₁)x_c/(2h).

Divide by −2λ₀, neglecting the small difference Δ between the two eigenvalues at x = 0:

γ_upper,sorted = (γ₁ + γ₂)/2 + (γ₁ − γ₂)x_c/(2h).  (8)

At h = x_c this joins the correct value γ₁, and for h much larger than x_c it tends to the mean. The cure is to label branches by symmetry or polarization, or to use (2) and (6), which need no matching between volumes.

**6. A crystal of pair bonds**

To obtain dD/dV explicitly, let atoms interact through a pair energy φ(r). Let n be the unit vector along a bond. The gradient of φ is φ'n, and the derivative of n_a with respect to the b-th component of the bond vector is (δ_ab − n_a n_b)/r. The matrix of second derivatives is thus

B = k nnᵀ + t(1 − nnᵀ),  k = φ'',  t = φ'/r.  (9)

Here primes on φ mean derivatives with respect to r. The constant k resists stretching, and t is the transverse stiffness due to bond tension. Each bond adds B to the on-site force constant of its atom and −B to the coupling with its neighbour.

Assume that the atoms keep their fractional positions in the cell, as symmetry enforces in the model of section 7. Under isotropic strain r is then proportional to V^(1/3), so dr/dx = r/3, while n and q·R stay fixed. Hence

dk/dx = rφ'''/3,
dt/dx = (r/3)(φ''/r − φ'/r²) = (k − t)/3.  (10)

The two contributions can have opposite signs. A bond with φ' = 0, φ''' = 0 and k > 0 has dk/dx = 0, but expansion puts it under tension and makes t grow. In a crystal made of such bonds, with k > 0, e†Ge is a sum of non-negative terms, so no γ is positive. When every bond has k ≥ t, the transverse terms of (10) cannot lower λ, so softening on expansion requires a negative φ''' in at least one bond.

For the example we use the Morse energy

φ = E_b[(1 − u)² − 1],  u = exp[−α(r − r₀)].

Since du/dr = −αu, successive differentiation gives

φ' = 2E_bα(u − u²),
φ'' = 2E_bα²(2u² − u),
φ''' = 2E_bα³(u − 4u²).

At r = r₀, where u = 1, these become t = 0, k = 2E_bα² and φ''' = −3αk. Therefore

dk/dx = −αr₀k,  dt/dx = k/3.  (11)

**7. A diatomic model in the CsCl structure**

Atom A has mass 60 amu and atom B has mass 40 amu. The cubic lattice constant is a = 3 Å. Each atom has eight unlike neighbours at r₁ = √3a/2 = 2.598 Å and six like neighbours at r₂ = a. The Morse parameters are E_b = 1.0 eV, α₁ = 1.2 Å⁻¹ for unlike pairs and E_b = 0.2 eV, α₂ = 2.0 Å⁻¹ for like pairs. Both bonds are at their minima at V₀. These are round model parameters. Only these two shells of neighbours interact: the Morse tails beyond them and long-range Coulomb forces are left out, so no bond carries tension at V₀. The numbers below hold for this truncated model. The force constants are

k₁ = 2(1.0)(1.2)² = 2.88 eV/Å²,
k₂ = 2(0.2)(2.0)² = 1.60 eV/Å².

Take q = (2π/a)(ξ,0,0). For unlike bonds, n has components ±1/√3, so their on-site term for any polarization is S = 8k₁/3 = 7.68 eV/Å². Their phases are ±πξ, which gives the A–B coupling −S cos πξ. Terms mixing x with y or z cancel in the sum over the signs of the y and z components.

A like bond adds B(1 − cos q·R) to the on-site term. Only the two bonds along x have a nonzero phase, ±2πξ. With C = 1 − cos 2πξ, they add 2k₂C for longitudinal motion and 2t₂C = 0 for transverse motion. Each polarization thus has a 2×2 block, before division by the masses:

on-site: S + 2k₂C (longitudinal), S (transverse);
coupling: −S cos πξ (both).

For the volume derivatives, the full unlike-bond sum is (8/3)(k₁ + 2t₁), both on site and in the coupling. By (11),

S' = S(2/3 − α₁r₁) = 7.68(0.667 − 3.118) = −18.82 eV/Å².

The like-bond terms have derivatives −2α₂r₂k₂C (longitudinal) and +2k₂C/3 (transverse).

A numerical root search (Brent's method) for equal eigenvalues of the two blocks finds that the longitudinal acoustic branch, LA, meets the transverse optical branch, TO, at ξ = 0.4132. There C = 1.855 and cos πξ = 0.2692. The TO branch is a symmetry-protected pair, polarized along y and z, so the level is threefold.

Squared energies in eV² follow on dividing by the masses in amu and multiplying by ħ²/(amu Å²) = 4.180×10⁻³ eV. For example, the longitudinal AA element is

4.180×10⁻³ × [7.68 + 2(1.60)(1.855)]/60 = 9.486×10⁻⁴ eV².

In units of 10⁻⁴ eV², the elements (AA, AB, BB) are:

LA: D = (9.486, −1.764, 14.230), G = (−37.93, 4.324, −56.89);
TO: D = (5.351, −1.764, 8.026), G = (−11.74, 4.324, −17.60).

The lower LA root and the upper TO root are

11.858 − √(2.372² + 1.764²) = 8.902,
6.688 + √(1.338² + 1.764²) = 8.902.

The phonon energy is 0.02984 eV, or 1.096×10⁻³ hartree. The eigenvectors, in components (A, B), are (0.9493, 0.3144) for LA and (0.4449, −0.8956) for TO. Hence

e†Ge (LA) = 0.9012(−37.93) + 0.5968(4.324) + 0.0988(−56.89) = −37.22,
e†Ge (TO) = 0.1979(−11.74) − 0.7968(4.324) + 0.8021(−17.60) = −19.89.

Dividing by −2 × 8.902 gives

γ_LA = 2.091,  γ_TO = 1.117.

The force constants explain the difference. Terms proportional to S alone would give γ = −S'/(2S) = 1.226. In the LA mode, part of λ comes from stretching like bonds, for which the corresponding value is α₂r₂/2 = 3. Its γ is the average of 1.226 and 3, weighted by the two contributions to λ. In the TO mode, like bonds contribute only through their growing tension, which lowers γ below 1.226.

**8. The degenerate level in numbers**

Suppose an eigenvalue solver returned mixtures of LA and the y-polarized TO mode, rotated by 30°:

v₁ = cos 30° e_LA + sin 30° e_TO,
v₂ = −sin 30° e_LA + cos 30° e_TO.

Both are valid eigenvectors of D₀. In this basis

Γ₁₁ = 0.75(2.091) + 0.25(1.117) = 1.847,
Γ₂₂ = 0.25(2.091) + 0.75(1.117) = 1.360,
Γ₁₂ = 0.4330(1.117 − 2.091) = −0.422.

Neither diagonal element is a branch value. The eigenvalues of Γ are

1.604 ± √(0.243² + 0.422²) = 2.091 and 1.117,

which recovers the correct pair.

Sorted central differences at the crossing, with h = 10⁻⁴, give 1.604, 1.117 and 1.604. This is the pattern of (7): the lowest and highest positions each average LA with TO, while the middle position pairs TO with TO. Differences labelled by polarization give 2.091 for LA and 1.117 for TO.

Now move to ξ = 0.4142, slightly beyond the crossing. At V₀ the LA branch lies just above the TO pair, and they cross at x_c = 0.0020, a volume increase of about 0.2%. Formula (2) gives γ_LA = 2.090. A sorted central difference of the logarithm, −[ln λ(h) − ln λ(−h)]/(4h), for the top of the three levels gives 1.701 with h = 0.01, but 2.090 with h = 0.0004. The estimate (8), using the parameters at the crossing, gives

1.604 + 0.974 × 0.0020/(2 × 0.01) = 1.70

for the larger step.

**9. The limit in q can depend on direction**

Equation (6) describes a volume change at the degenerate wavevector itself. A different question is what γ becomes when q approaches that point at fixed volume. The argument of section 3 applies with a wavevector displacement δ in place of x. If K is the derivative of D along the chosen direction, and E†KE has distinct eigenvalues, the modes tend to its eigenvectors. Their γ values tend to the diagonal elements of Γ in that basis, which need not be the eigenvalues of Γ.

In the example, displace q along y, to (2π/a)(ξ,δ,0). The unlike bonds now couple x motion of one atom to y motion of the other. Before mass weighting, this coupling is

−(k₁/3) Σ s_x s_y cos[π(ξs_x + δs_y)] = S sin πξ sin πδ,

where the sum runs over the eight sign choices of the bond components. It is linear in δ for small δ. Between the LA and TO(y) eigenvectors, it is multiplied by

0.9493(−0.8956) + 0.3144(0.4449) = −0.710,

apart from mass factors, so it does not vanish.

Reflection y → −y reverses δ, so K connects only modes of opposite parity under this reflection: TO(y) is odd, LA and TO(z) are even. Reflection in z forbids coupling of TO(z) to the other two. In the limit δ → 0, the modes are therefore (e_LA ± e_TO(y))/√2 and TO(z). Since Γ has no element between LA and TO(y), both mixed modes have

γ = (2.091 + 1.117)/2 = 1.604.

At δ = 10⁻⁴, formula (2) gives 1.604, 1.117 and 1.604 from low to high energy. These are the numbers produced by sorting at the crossing, but their meaning is different. Here they are the true Grüneisen parameters of hybrid modes at a neighbouring wavevector. At the crossing itself, the branches followed in volume have 2.091, 1.117 and 1.117.
